# Time reversal of Dirac atomic spinors and a consistent Kramers set

## Question

I am setting up a four-component calculation in a basis of atomic spinors

\[
\psi_{n\kappa m}=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa m}\\ iQ(r)\,\chi_{-\kappa,m}\end{pmatrix},
\]

and I want to sort them into Kramers pairs. Time reversal should turn \(m\) into \(-m\), up to a phase, but I cannot pin the phase down. Conjugating the spherical harmonics gives a sign that alternates with \(m\). The Clebsch-Gordan coefficients give another that depends on \(j\) and \(l\). The lower half has a different \(l\) from the upper half, so it seems to get the opposite sign, and then the result would not be a multiple of \(\psi_{n\kappa,-m}\) at all.

I have also seen the unbarred members of the pairs chosen as \(m=1/2,-3/2,5/2,\dots\). Why not simply take all the positive \(m\)? And once the set is chosen, may I forget the phase?

## Answer

Your two signs are both real, and the opposite sign in the lower half is real too. What is missing is the factor \(i\) in front of \(Q\), which time reversal conjugates. To trace every sign, the conventions must be fixed first.

### Conventions

I use Hartree atomic units and energies without the rest energy \(c^2\). The potential \(V(r)\) is real and spherical, with no magnetic field. The spherical harmonics have the Condon-Shortley phase, so that \(Y_l^{\mu *}=(-1)^\mu Y_l^{-\mu}\). Time reversal is

\[
T=-i\begin{pmatrix}\sigma_y&0\\0&\sigma_y\end{pmatrix}K ,
\]

where \(K\) is complex conjugation. Since \(-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}\), each two-component half transforms as

\[
T\begin{pmatrix}a\\b\end{pmatrix}=\begin{pmatrix}-b^*\\a^*\end{pmatrix},\qquad T^2=-1 .
\]

This operator reverses \(\boldsymbol\sigma\), because \(\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma\), and it reverses \(\mathbf p=-i\nabla\) through the conjugation. The product \(\boldsymbol\sigma\cdot\mathbf p\) is therefore unchanged, and \(T\) commutes with the Dirac Hamiltonian. It also reverses \(\mathbf J\), so it keeps \(j\) and changes \(m\) to \(-m\). It does not touch parity, so \(\kappa\) stays the same. Hence \(T\psi_{n\kappa m}\) must be a phase times \(\psi_{n\kappa,-m}\).

### The angular functions

Write

\[
\chi_{\kappa m}=\begin{pmatrix}c_+(m)\,Y_l^{m-1/2}\\ c_-(m)\,Y_l^{m+1/2}\end{pmatrix}.
\]

For \(|m|<l+\tfrac12\) both spherical harmonics exist, and the coefficients follow from diagonalizing \(\boldsymbol\sigma\cdot\mathbf L\), which in this two-dimensional space is

\[
\begin{pmatrix}m-\tfrac12&s\\ s&-m-\tfrac12\end{pmatrix},\qquad s=\sqrt{(l+\tfrac12+m)(l+\tfrac12-m)} .
\]

Its eigenvalues are \(l\) for \(j=l+1/2\) and \(-(l+1)\) for \(j=l-1/2\). The first row of the eigenvalue equation gives the ratio \(c_+/c_-\). For \(|m|=l+\tfrac12\) only one component exists and \(j=l+\tfrac12\); its coefficient is 1, which the first formula below also gives. With normalization and the standard signs for the coupling order \((l,\tfrac12)\),

\[
j=l+\tfrac12\ (\kappa<0):\quad c_\pm(m)=\sqrt{\frac{l+\frac12\pm m}{2l+1}},
\]

\[
j=l-\tfrac12\ (\kappa>0):\quad c_\pm(m)=\mp\sqrt{\frac{l+\frac12\mp m}{2l+1}} .
\]

Here \(l=-\kappa-1\) for \(\kappa<0\) and \(l=\kappa\) for \(\kappa>0\), so in both cases \(\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-(\kappa+1)\chi_{\kappa m}\).

Now replace \(m\) by \(-m\). In the first case the two square roots change places. In the second they also change places, but the signs in front of them do not, which leaves a minus. Both cases read

\[
c_\pm(-m)=\eta_\kappa\,c_\mp(m),\qquad \eta_\kappa=-\operatorname{sgn}\kappa .
\]

### Time reversal of one half

Apply \((a,b)\to(-b^*,a^*)\) to \(\chi_{\kappa m}\). The upper entry becomes

\[
-c_-(m)(-1)^{m+1/2}Y_l^{-m-1/2}=(-1)^{m-1/2}c_-(m)Y_l^{-m-1/2},
\]

and the lower one becomes \((-1)^{m-1/2}c_+(m)Y_l^{-m+1/2}\). The reflection rule turns \(c_\mp(m)\) into \(\eta_\kappa c_\pm(-m)\), since \(\eta_\kappa^2=1\). What remains is \(\chi_{\kappa,-m}\):

\[
T\chi_{\kappa m}=\eta_\kappa(-1)^{m-1/2}\chi_{\kappa,-m}.
\]

### Why the lower half agrees

The lower half contains \(\chi_{-\kappa,m}\), and \(\eta_{-\kappa}=-\eta_\kappa\). This is the opposite sign you found. But \(T\) is antilinear, so

\[
T(iQ\chi_{-\kappa,m})=-iQ\,T\chi_{-\kappa,m}
=-iQ\,\eta_{-\kappa}(-1)^{m-1/2}\chi_{-\kappa,-m}
=\eta_\kappa(-1)^{m-1/2}\,iQ\chi_{-\kappa,-m}.
\]

The two minus signs cancel, and the whole spinor obeys

\[
\boxed{\,T\psi_{n\kappa m}=-\operatorname{sgn}(\kappa)\,(-1)^{m-1/2}\,\psi_{n\kappa,-m}\,}
\]

This uses real \(P\) and \(Q\), and the Dirac equation permits that choice because of the same \(i\). To see it, let \(\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r\). This operator commutes with \(\mathbf J\) and changes parity, so it takes \(\chi_{\kappa m}\) to an \(m\)-independent multiple of \(\chi_{-\kappa,m}\). The multiple can be read off on the positive \(z\) axis for \(m=1/2\). There \(\sigma_r=\sigma_z\), and only \(Y_l^0=\sqrt{(2l+1)/4\pi}\) survives. The upper entry of \(\chi_{\kappa,1/2}\) is then \(+\sqrt{(j+\frac12)/4\pi}\) for \(\kappa<0\) and minus the same number for \(\kappa>0\). Hence

\[
\sigma_r\chi_{\kappa m}=-\chi_{-\kappa,m}.
\]

From \((\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L\) one gets \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\), and therefore

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_{\kappa m}
=\frac{i}{r}\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa,m}.
\]

The operator itself produces an \(i\) between the halves. The \(i\) in front of \(Q\) cancels it, and likewise in the other Dirac equation, so the radial equations are real.

### What the phase does and does not mean

Applying the rule twice gives the product of the phases at \(m\) and \(-m\):

\[
(-1)^{m-1/2}(-1)^{-m-1/2}=(-1)^{-1}=-1,
\]

as \(T^2=-1\) requires. This relative minus sign within a pair cannot be removed. If \(\psi_{\pm m}\) are multiplied by \(e^{i\theta_\pm}\), both phases acquire the same factor \(e^{-i(\theta_++\theta_-)}\), so they remain opposite to each other.

The common sign, in contrast, is a convention. Multiplying both members by \(i\) reverses it:

\[
T(i\psi_m)=-i\,T\psi_m .
\]

A phase formula taken from one program can therefore be wrong in another whose spinors are defined differently.

### Choosing the unbarred set

Take the values of \(m\) for which \(m-1/2\) is even:

\[
m=\tfrac12,\,-\tfrac32,\,\tfrac52,\,-\tfrac72,\dots
\]

If \(m-\frac12\) is even, then \(-m-\frac12=-(m-\frac12)-1\) is odd, so the set contains one member of each pair. On it the alternating factor is \(+1\), and the barred partner is

\[
\overline{\psi}_{n\kappa m}\equiv T\psi_{n\kappa m}=\eta_\kappa\,\psi_{n\kappa,-m},\qquad T\overline{\psi}_{n\kappa m}=-\psi_{n\kappa m}.
\]

The sign now depends on \(\kappa\) alone: plus for \(s_{1/2},p_{3/2},d_{5/2}\), minus for \(p_{1/2},d_{3/2},f_{5/2}\).

A tidier sign would be a weak reason to prefer this set. All positive \(m\) also give valid Kramers pairs, provided each partner is defined as \(T\psi\) with its phase. For one electron in a spherical potential neither choice has an advantage, because the Hamiltonian does not mix different \(m\). The difference can appear when the surroundings of the atom mix different \(m\). It also appears in the electron repulsion, which conserves only the sum of the \(m\) values. The repulsion can take a pair of electrons from \((\tfrac32,-\tfrac12)\) to \((\tfrac12,\tfrac12)\), provided the two \(m=\tfrac12\) electrons occupy different spinors, such as \(2p_{3/2}\) and \(2p_{1/2}\). The first pair has one barred member if all positive \(m\) are unbarred, but two with the alternating set.

A rotation by \(\pi\) about \(z\), \(R=e^{-i\pi J_z}\), multiplies \(\psi_{n\kappa m}\) by \(e^{-i\pi m}\). This is \(-i\) for every member of the alternating set and \(+i\) for every partner. If the potential is unchanged by the rotation, then for unbarred \(a\) and barred \(\bar b\)

\[
\langle a|V|\bar b\rangle=\langle Ra|V|R\bar b\rangle=(-i)^*(i)\langle a|V|\bar b\rangle=-\langle a|V|\bar b\rangle=0 .
\]

The matrix splits into an unbarred and a barred block. For example, \(x^2-y^2=r^2\sin^2\theta\cos2\varphi\) changes \(m\) by \(\pm2\). It links \(1/2\) to \(-3/2\), and both are in the set. With all positive \(m\) as the unbarred set, the same element would link an unbarred spinor to a barred one. The complement \(-1/2,3/2,-5/2,\dots\) works as well as the set itself.

Without the rotation symmetry the splitting is no longer guaranteed. A term \(xz\) changes \(m\) by \(\pm1\) and couples the two blocks. Even then a spinor is not coupled to its own partner. Antiunitarity means \(\langle Tu|Tv\rangle=\langle u|v\rangle^*\), so for a Hermitian \(V\) that commutes with \(T\)

\[
\langle a|V|Ta\rangle=\langle Ta|V|T^2a\rangle^*=-\langle Ta|V|a\rangle^*=-\langle a|V|Ta\rangle=0 .
\]

### Why the \(\kappa\) sign must be kept

The same property gives \(\langle Ta|V|Tb\rangle=\langle a|V|b\rangle^*\): the barred block is the conjugate of the unbarred one. In terms of the original functions \(\psi_{n\kappa,-m}\), with \(m\) and \(m'\) both in the set, this reads

\[
\langle \kappa,-m|V|\kappa',-m'\rangle=\operatorname{sgn}(\kappa)\operatorname{sgn}(\kappa')\,\langle\kappa m|V|\kappa'm'\rangle^* .
\]

Real elements between \(\kappa\) of opposite sign change sign from one block to the other. An imaginary one, as a term \(xy\) produces, keeps its value, because the conjugation supplies a second minus sign. Accordingly, the partner of a mixed state carries the signs in its coefficients:

\[
T\sum_a c_a\psi_{\kappa_a m_a}=\sum_a c_a^*\,\eta_{\kappa_a}\,\psi_{\kappa_a,-m_a}.
\]

You can absorb the signs by multiplying every \(\kappa>0\) spinor by \(i\), for all \(m\). Then \(T\psi_m=+\psi_{-m}\) throughout the set, but a matrix element that was real between \(\kappa\) of opposite sign becomes imaginary.

If the perturbation is odd under \(T\), as the coupling to a magnetic field is, the conjugate relation acquires a minus sign. The two blocks then no longer have to share their eigenvalues, and the pairs can split.

### A worked case: a 2p shell in a quadrupole field

Take one electron and a point nucleus with \(Z=10\), and add the model potential

\[
V=\tfrac A2(3z^2-r^2)+B(x^2-y^2),\qquad A=0.05,\quad B=0.10\ \text{hartree/bohr}^2 .
\]

I keep the six 2p spinors and neglect coupling to other shells, so the digits below belong to this six-state model. To second order the other p and f shells would lower the levels by \(3\) to \(6\times10^{-5}\) hartree, enough to turn the lowest one from \(-0.0069\) into \(-0.0070\). The potential is even under inversion, so it does not mix 2p with 2s. It is unbounded at large \(r\): along \(y\) it falls as \(-(A/2+B)r^2\), so it is meant only as a model of the field inside the ion.

The unbarred states, with their large-component angular functions, are

\[
\begin{aligned}
1:&\ 2p_{1/2}(\tfrac12), &&\left(-\sqrt{\tfrac13}\,Y_1^0,\ \sqrt{\tfrac23}\,Y_1^1\right),\\
2:&\ 2p_{3/2}(\tfrac12), &&\left(\sqrt{\tfrac23}\,Y_1^0,\ \sqrt{\tfrac13}\,Y_1^1\right),\\
3:&\ 2p_{3/2}(-\tfrac32), &&\left(0,\ Y_1^{-1}\right).
\end{aligned}
\]

The small components have the same angular matrix elements, because \(\chi_{-\kappa}=-\sigma_r\chi_\kappa\), \(\sigma_r^2=1\), and \(V\) commutes with \(\sigma_r\). Each element is thus an angular factor times \(R=\int r^2(PP'+QQ')\,dr\), where the primed functions belong to the second state.

Two angular integrals are needed. The mean of \(\cos^2\theta\) is \(3/5\) in \(Y_1^0\) and \(1/5\) in \(Y_1^{\pm1}\), so the mean of \((3\cos^2\theta-1)/2\) is \(2/5\) and \(-1/5\). For the other term, \(Y_1^{1*}Y_1^{-1}=-\frac{3}{8\pi}\sin^2\theta\,e^{-2i\varphi}\) gives

\[
\langle Y_1^1|\sin^2\theta\cos2\varphi|Y_1^{-1}\rangle=-\frac{3}{8\pi}\cdot\frac{16}{15}\cdot\pi=-\frac25 .
\]

With \(R_{13}=0.2992\) bohr² between \(2p_{1/2}\) and \(2p_{3/2}\), and \(R_{33}=0.2997\) bohr² within \(2p_{3/2}\), the elements in hartree are

\[
\begin{aligned}
V_{11}&\propto\tfrac13\cdot\tfrac25-\tfrac23\cdot\tfrac15=0,\\
V_{22}&=AR_{33}\left(\tfrac23\cdot\tfrac25-\tfrac13\cdot\tfrac15\right)=\tfrac15AR_{33}=0.00300,\\
V_{33}&=-\tfrac15AR_{33}=-0.00300,\\
V_{12}&=AR_{13}\tfrac{\sqrt2}{3}\left(-\tfrac25-\tfrac15\right)=-\tfrac{\sqrt2}{5}AR_{13}=-0.00423,\\
V_{13}&=-\tfrac25\sqrt{\tfrac23}\,BR_{13}=-0.00977,\\
V_{23}&=-\tfrac25\sqrt{\tfrac13}\,BR_{33}=-0.00692 .
\end{aligned}
\]

The unperturbed \(2p_{3/2}\) level lies \(0.01670\) hartree above \(2p_{1/2}\). Measured from \(2p_{1/2}\), the unbarred block is

\[
H=\begin{pmatrix}0&-0.00423&-0.00977\\-0.00423&0.01969&-0.00692\\-0.00977&-0.00692&0.01370\end{pmatrix}\ \text{hartree}.
\]

Its eigenvalues are \(-0.0069\), \(0.0159\) and \(0.0244\) hartree. The barred block repeats them, so this \(3\times3\) problem gives all six states as three degenerate pairs. With all positive \(m\) as the unbarred set, the elements \(V_{13}\) and \(V_{23}\) would couple the two halves, and the \(6\times6\) matrix would not split in this way.

The lowest eigenvector is \(c=(0.837,\,0.258,\,0.483)\). State 1 has \(\kappa=1\), and the other two have \(\kappa=-2\). In the functions \(\psi_{\kappa,-m}\), its Kramers partner therefore has the coefficients

\[
(-0.837,\ 0.258,\ 0.483).
\]

Suppose you drop the sign and use \(c\) itself. In the opposite-\(m\) block \(V_{12}\) and \(V_{13}\) have changed sign, so the energy expectation value becomes

\[
E_1-4c_1(V_{12}c_2+V_{13}c_3)
\approx-0.00694+4(0.8368)(0.00581)\approx0.0125\ \text{hartree},
\]

instead of \(-0.0069\). The error of \(0.0194\) hartree exceeds the fine-structure splitting, and the vector is no longer an eigenvector.

So for states built from unbarred spinors alone you may forget the alternating part of the phase once the set is fixed, but not the \(\kappa\) part, unless you have absorbed it into the spinors. When the blocks mix, as with a term \(xz\), the components along \(\psi_{n\kappa,-m}\) need the opposite sign, \(T\psi_{n\kappa,-m}=-\eta_\kappa\psi_{n\kappa m}\) for \(m\) in the set. The numerical check below measures the phases on explicit spinors up to \(|\kappa|=4\) and compares the matrix elements with three-dimensional quadrature.

## Computed values

```
Measured phase in T psi(kappa,m) = phase * psi(kappa,-m), dimensionless
kappa=-4  m=+1/2: +1  m=-1/2: -1  m=+3/2: -1  m=-3/2: +1  m=+5/2: +1  m=-5/2: -1  m=+7/2: -1  m=-7/2: +1
kappa=-3  m=+1/2: +1  m=-1/2: -1  m=+3/2: -1  m=-3/2: +1  m=+5/2: +1  m=-5/2: -1
kappa=-2  m=+1/2: +1  m=-1/2: -1  m=+3/2: -1  m=-3/2: +1
kappa=-1  m=+1/2: +1  m=-1/2: -1
kappa=+1  m=+1/2: -1  m=-1/2: +1
kappa=+2  m=+1/2: -1  m=-1/2: +1  m=+3/2: +1  m=-3/2: -1
kappa=+3  m=+1/2: -1  m=-1/2: +1  m=+3/2: +1  m=-3/2: -1  m=+5/2: -1  m=-5/2: +1
kappa=+4  m=+1/2: -1  m=-1/2: +1  m=+3/2: +1  m=-3/2: -1  m=+5/2: -1  m=-5/2: +1  m=+7/2: +1  m=-7/2: -1
Smallest relative misfit without the lower i: 0.825
Largest relative Dirac-equation residual: 2.0e-08
Nuclear charge Z: 10
Speed of light: 137.035999 a.u.
Field strength A: 0.05 hartree/bohr^2
Field strength B: 0.10 hartree/bohr^2
Energy of 2p1/2: -12.520860 hartree
Energy of 2p3/2: -12.504163 hartree
Fine-structure splitting: 0.016697 hartree
Radial r^2 integral, 2p1/2-2p1/2: 0.298735 bohr^2
Radial r^2 integral R13, 2p1/2-2p3/2: 0.299161 bohr^2
Radial r^2 integral R33, 2p3/2-2p3/2: 0.299707 bohr^2
Unbarred order: 2p1/2(+1/2), 2p3/2(+1/2), 2p3/2(-3/2)
Unbarred potential block, hartree:
  +0.000000  -0.004231  -0.009771
  -0.004231  +0.002997  -0.006921
  -0.009771  -0.006921  -0.002997
Opposite-m potential block, hartree:
  +0.000000  +0.004231  +0.009771
  +0.004231  +0.002997  -0.006921
  +0.009771  -0.006921  -0.002997
Largest cross element, alternating set: 2.5e-20 hartree
Largest cross element, all-positive-m set: 0.009771 hartree
Largest cross element, alternating set, potential B*x*z: 0.004231 hartree
Levels relative to unperturbed 2p1/2, each doubly degenerate:
  level 1: -0.006942 hartree
  level 2: +0.015903 hartree
  level 3: +0.024433 hartree
Lowest unbarred eigenvector: +0.836804  +0.258349  +0.482716
Its signed partner vector:   -0.836804  +0.258349  +0.482716
Partner energy with kappa signs: -0.006942 hartree
Partner energy without kappa signs: +0.012503 hartree
```
